# Power broadening and the linewidth left by a sech pulse

**Q:** I want to measure the line of a two-state transition with a short pulse. I scan the detuning, record how much population has ended in the excited state, and repeat at higher power. The line must get broader, because a stronger field drives detuned systems more effectively. Power broadening is a property of any driven two-state system, isn't it?

**A:** Let us first see what supports that belief. Which calculation do you have in mind?

**Q:** The Rabi formula. Put $\hbar=1$, use the rotating-wave approximation, and let the detuning $\Delta$ (transition frequency minus carrier frequency) be constant. Without decay, the ground and excited amplitudes $G,E$ obey
$$i\frac{d}{dt}\begin{pmatrix}G\\E\end{pmatrix}=H\begin{pmatrix}G\\E\end{pmatrix},\qquad H=\frac12\begin{pmatrix}-\Delta&\Omega\\ \Omega&\Delta\end{pmatrix}.$$
For a rectangular pulse, $\Omega=\Omega_0$ during a time $\tau$. With $W=\sqrt{\Omega_0^2+\Delta^2}$ one has $H^2=W^2/4$, so
$$e^{-iH\tau}=\cos\frac{W\tau}2-\frac{2iH}{W}\sin\frac{W\tau}2 .$$
The off-diagonal element, squared, is the transition probability
$$P=\frac{\Omega_0^2}{\Omega_0^2+\Delta^2}\,\sin^2\frac{W\tau}{2}.$$
The envelope falls to one half at $|\Delta|=\Omega_0$. Its full width at half maximum (FWHM) is $2\Omega_0$, proportional to the field amplitude.

**A:** That is correct for the rectangular pulse. But the formula needs a field that jumps from zero to $\Omega_0$ and back. What does it tell you about a field that rises and falls smoothly?

**Q:** I would expect the same with rounded edges: some average of $\Omega$ in place of $\Omega_0$.

**A:** Test that on a smooth pulse that can be solved in closed form,
$$\Omega(t)=\Omega_0\,\mathrm{sech}(t/T),\qquad A=\int_{-\infty}^{\infty}\Omega\,dt=\pi\Omega_0T .$$
Start with a weak pulse. What does first-order perturbation theory give?

**Q:** I remove the diagonal terms by $G=g\,e^{i\Delta t/2}$, $E=e\,e^{-i\Delta t/2}$, which gives
$$i\dot g=\tfrac12\Omega\,e^{-i\Delta t}e,\qquad i\dot e=\tfrac12\Omega\,e^{i\Delta t}g .$$
With $g\approx1$, the final $|e|$ is half the Fourier transform of the pulse. So I need $I(k)=\int\mathrm{sech}(x)\,e^{ikx}dx$ with $k=\Delta T$.

Since $\mathrm{sech}(x+i\pi)=-\mathrm{sech}\,x$, the integral along the line $\mathrm{Im}\,x=\pi$ is $-e^{-\pi k}I$. The closed contour between the two lines gives $I(1+e^{-\pi k})$. It encloses one pole, $x=i\pi/2$, where $\cosh x\approx i(x-i\pi/2)$ and the residue is $e^{-\pi k/2}/i$. Hence $I(1+e^{-\pi k})=2\pi e^{-\pi k/2}$, or $I=\pi\,\mathrm{sech}(\pi k/2)$, and
$$P\approx\left(\frac A2\right)^2\mathrm{sech}^2\frac{\pi\Delta T}{2}\qquad(A\ll1).$$
So a weak pulse has a width set by its duration. At high power the line should grow beyond this.

**A:** Then solve the equations at arbitrary power. Eliminate $e$.

**Q:** From the first equation, $e=2i\,e^{i\Delta t}\dot g/\Omega$. Its derivative is
$$\dot e=2i\,e^{i\Delta t}\left(\frac{\ddot g}{\Omega}+\frac{i\Delta\,\dot g}{\Omega}-\frac{\dot\Omega\,\dot g}{\Omega^2}\right),$$
and the second equation says $\dot e=-\tfrac i2\Omega e^{i\Delta t}g$. Equating the two and multiplying by $\Omega e^{-i\Delta t}/(2i)$,
$$\ddot g+\left(i\Delta-\frac{\dot\Omega}{\Omega}\right)\dot g+\frac{\Omega^2}{4}g=0 .$$

**A:** Now replace time by $z=\tfrac12[1+\tanh(t/T)]$, which runs from 0 to 1. The ingredients are
$$\mathrm{sech}^2\frac tT=4z(1-z),\quad \dot z=\frac{2z(1-z)}T,\quad \ddot z=\frac{2(1-2z)}{T}\dot z,\quad \frac{\dot\Omega}{\Omega}=-\frac1T\tanh\frac tT=\frac{1-2z}{T}.$$
Insert $\dot g=\dot z\,g_z$ and $\ddot g=\dot z^2g_{zz}+\ddot z\,g_z$, and divide by $\dot z$:
$$\dot z\,g_{zz}+\left[\frac{2(1-2z)}T+i\Delta-\frac{1-2z}{T}\right]g_z+\frac{\Omega^2}{4\dot z}\,g=0 .$$
The last coefficient is $4\Omega_0^2z(1-z)\,T/[8z(1-z)]=\Omega_0^2T/2$. Multiplication by $T/2$ leaves
$$z(1-z)g_{zz}+(c-z)g_z+a^2g=0,\qquad c=\frac12+\frac{i\Delta T}{2},\quad a=\frac{\Omega_0T}2=\frac{A}{2\pi}.$$

**Q:** The hypergeometric equation is $z(1-z)F''+[c-(a+b+1)z]F'-abF=0$, so this is the case $b=-a$. Near $z=0$ there are two solutions, $F(a,-a;c;z)$ and one that starts as $z^{1-c}$. Which do I need?

**A:** Look at the excited amplitude. With $\Omega=2\Omega_0\sqrt{z(1-z)}$,
$$e=\frac{2i\,e^{i\Delta t}\dot z\,g_z}{\Omega}=\frac{2i\,e^{i\Delta t}}{\Omega_0T}\sqrt{z(1-z)}\;g_z .$$
For the first solution $g_z$ is finite at $z=0$, so $e\to0$ while $g\to1$: the system starts in the ground state. For the second, $|g_z|\propto|z^{-c}|=z^{-1/2}$, and $|e|$ tends to a nonzero constant. We therefore keep $g=F(a,-a;c;z)$. After the pulse, $z=1$, and Gauss's sum, valid here because $\mathrm{Re}\,c=\tfrac12>0$, gives
$$g(\infty)=\frac{\Gamma(c)^2}{\Gamma(c-a)\,\Gamma(c+a)} .$$

**Q:** I need its squared modulus. I use $\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x$ and write $\delta=\Delta T/2$, so $c=\tfrac12+i\delta$. For the numerator,
$$|\Gamma(c)|^2=\Gamma(\tfrac12+i\delta)\Gamma(\tfrac12-i\delta)=\frac{\pi}{\cosh\pi\delta},\qquad |\Gamma(c)^2|^2=\frac{\pi^2}{\cosh^2\pi\delta}.$$
The denominator squared has four factors, which I pair so that the arguments add to one:
$$\Gamma(\tfrac12-a+i\delta)\,\Gamma(\tfrac12+a-i\delta)=\frac{\pi}{\cos\pi(a-i\delta)},\qquad \Gamma(\tfrac12+a+i\delta)\,\Gamma(\tfrac12-a-i\delta)=\frac{\pi}{\cos\pi(a+i\delta)} .$$
The product of the cosines is $\cos^2\pi a\cosh^2\pi\delta+\sin^2\pi a\sinh^2\pi\delta=\cos^2\pi a+\sinh^2\pi\delta$. Since $\pi a=A/2$,
$$|g(\infty)|^2=\frac{\cos^2(A/2)+\sinh^2\pi\delta}{\cosh^2\pi\delta}.$$
Subtracting from one, with $\cosh^2-\sinh^2=1$ in the numerator,
$$P=\sin^2\frac A2\;\mathrm{sech}^2\frac{\pi\Delta T}2 .$$
The area and the detuning sit in separate factors! The power changes the height and leaves the shape alone.

**A:** This is the Rosen–Zener formula. For small $A$ it reduces to your perturbative result, so the Fourier width of the weak pulse survives at high power. What is that width?

**Q:** Half the resonance value requires $\cosh(\pi\Delta T/2)=\sqrt2$, hence
$$\text{FWHM}=\frac{4}{\pi T}\,\mathrm{arccosh}\sqrt2=\frac{1.122}{T}.$$
Is there any power at which this fails?

**A:** At $A=2\pi n$ the first factor vanishes and no population is left at any detuning. There is then no line, and a width has no meaning. Note also that $T$ must be held fixed. If you raise the area by lengthening the pulse, the line narrows as $1/T$.

**Q:** Let me put in numbers. Take a model pulse with $T=40000$ atomic units, which is 0.968 ps. The width is $1.1222/40000=2.81\times10^{-5}$ hartree, or 0.763 meV. For area $21\pi$ the peak Rabi frequency is $\Omega_0=A/(\pi T)=21/40000=5.25\times10^{-4}$ hartree, about 19 times the linewidth. My rule $2\Omega_0$ would overestimate the width by a factor of 37.

**A:** Direct propagation of the two amplitude equations, whose results are in the numerical output, gives a FWHM of $1.1222/T$ for areas $\pi/2$, $\pi$, $5\pi$ and $21\pi$. At $\Delta T=1$ the probability is 0.1588 for each of the three odd multiples of $\pi$. For $\pi/2$ it is 0.0794, half as much, because $\sin^2(\pi/4)=\tfrac12$.

**Q:** The algebra convinces me, but my intuition still objects. On resonance $P$ cannot exceed one. Once the centre is saturated, more power should let the wings catch up.

**A:** The formula contradicts the second half of that: $P\le\mathrm{sech}^2(\pi\Delta T/2)$ whatever the power. At $\Delta T=3$ no sech pulse of this duration leaves more than $3.23\times10^{-4}$ in the excited state. To see why, ask what a detuned system does while a strong field rises slowly.

**Q:** It follows an eigenstate of $H$. For $\Delta>0$ the ground state connects to the lower one, with energy $-\tfrac12\sqrt{\Delta^2+\Omega^2}$. As the field falls, the system follows the same eigenstate back to the ground state.

**A:** So excitation is present during the pulse and is returned at the end. The excited population of that eigenstate at the pulse centre is
$$P_{\rm mid}\approx\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+\Omega_0^2}}\right)\qquad(\Delta>0,\ \text{adiabatic}).$$
How wide is this as a function of detuning?

**Q:** On resonance half the area has passed by the centre, so $P_{\rm mid}=\sin^2(A/4)$, which is $\tfrac12$ when $A/\pi$ is odd. Half of that is $\tfrac14$, which requires $\sqrt{\Delta^2+\Omega_0^2}=2\Delta$, or $\Delta=\Omega_0/\sqrt3$. The profile is symmetric in $\Delta$, so its full width is $2\Omega_0/\sqrt3$. That is power broadening!

**A:** It is, in the same pulse that leaves an unbroadened line. The mid-pulse population can also be found without the adiabatic approximation, by putting $z=\tfrac12$ in the hypergeometric solution. Propagation to the pulse centre gives full widths of 1.86, 5.94 and 24.29 in units of $1/T$ for areas $\pi$, $5\pi$ and $21\pi$. For $21\pi$ the adiabatic width is $2\times21/\sqrt3=24.25$, within 0.2% of the propagated value. For area $\pi$ the same rule would give 1.15, far from 1.86, because at detunings of order $1/T$ that pulse is not adiabatic.

**Q:** And at a single detuning?

**A:** For area $21\pi$ and $\Delta T=3$, the excited population is 0.43 at the centre and $3.2\times10^{-4}$ after the pulse. A signal that depends on the population at mid-pulse sees a broad line, while one read out afterwards sees the narrow one.

**Q:** Then what remains at the end is the failure of adiabatic following. But a stronger pulse also has steeper edges. Why does the failure not grow with power?

**A:** Write $\tan\theta=\Omega/\Delta$. In the basis of instantaneous eigenstates the coupling is $\dot\theta/2$ in magnitude, and it acts with the rotating phase $\exp\left(i\int\varepsilon\,dt\right)$, where $\varepsilon=\sqrt{\Delta^2+\Omega^2}$ is the splitting. The oscillation suppresses the transition. To see how strongly, move the time integral into the upper half plane, where this phase factor decays. The move is obstructed where $\varepsilon=0$, since there $\tan\theta=\pm i$ and $\theta$ is singular. The exponent of the suppression is the imaginary part of
$$D=\int_0^{t_c}\varepsilon\,dt,\qquad \varepsilon(t_c)=0 .$$
Where are these points for the sech pulse?

**Q:** I need $\cosh^2(t/T)=-\Omega_0^2/\Delta^2$. With $t=u+i\pi T/2$, $\cosh(t/T)=i\sinh(u/T)$, so $\sinh(u/T)=\pm\Omega_0/\Delta$. The nearest zeros are
$$t_c=\pm u_c+\frac{i\pi T}2,\qquad u_c=T\,\mathrm{arcsinh}\frac{\Omega_0}{\Delta}.$$
More power moves them sideways, not towards the real axis.

**A:** That settles the exponent. Take the right-hand zero and reach it by a detour: along the real axis to a distant time $R$, up to $R+i\pi T/2$, and back along the upper line to $t_c$. No zero or pole lies inside the region swept, so $D$ is unchanged. On the vertical piece $\Omega\to0$ and $\varepsilon\to\Delta$, which contributes $i\pi\Delta T/2$. On the upper line $\varepsilon=\sqrt{\Delta^2-\Omega_0^2/\sinh^2(u/T)}$ is real for $u>u_c$. Therefore, as $R\to\infty$,
$$D=\frac{i\pi\Delta T}2+\int_0^R\sqrt{\Delta^2+\Omega_0^2\,\mathrm{sech}^2(t/T)}\,dt-\int_{u_c}^R\sqrt{\Delta^2-\frac{\Omega_0^2}{\sinh^2(u/T)}}\,du .$$
Both integrals are real, so $\mathrm{Im}\,D=\pi\Delta T/2$ for any field strength.

**Q:** And the real part?

**A:** Differentiate it with respect to $\Omega_0$. With $s=\sinh(t/T)$ the first integral contributes
$$\int_0^\infty\frac{\Omega_0T\,ds}{(1+s^2)\sqrt{\Delta^2+\Omega_0^2+\Delta^2s^2}}=T\left[\arctan\frac{\Omega_0s}{\sqrt{\Delta^2+\Omega_0^2+\Delta^2s^2}}\right]_0^\infty=T\arctan\frac{\Omega_0}\Delta .$$
In the second, the moving limit contributes nothing because the integrand vanishes there. With $v=\cosh(u/T)$ and $q=\sqrt{\Delta^2v^2-\Delta^2-\Omega_0^2}$ it gives
$$\int_{q=0}^\infty\frac{\Omega_0T\,dv}{(v^2-1)\,q}=T\left[\arctan\frac{q}{\Omega_0v}\right]_{q=0}^{\infty}=T\arctan\frac{\Delta}{\Omega_0}.$$
The sum is $\pi T/2$. Since $\mathrm{Re}\,D=0$ at $\Omega_0=0$, we get $\mathrm{Re}\,D=\pi\Omega_0T/2=A/2$. The left-hand zero gives $-A/2$ by symmetry.

**Q:** So the field strength enters the phase and the detuning enters the damping. In these terms the Rosen–Zener formula reads
$$P=\sin^2(\mathrm{Re}\,D)\;\mathrm{sech}^2(\mathrm{Im}\,D),$$
and far in the wing it is $4\sin^2(A/2)\,e^{-\pi\Delta T}$, like two waves of magnitude $e^{-\mathrm{Im}D}$ interfering. Does every smooth pulse behave this way?

**A:** Try the Gaussian, $\Omega=\Omega_0e^{-t^2/T^2}$, with area $A=\sqrt\pi\,\Omega_0T$.

**Q:** The zeros satisfy $e^{-2t^2/T^2}=-\Delta^2/\Omega_0^2$, so the one nearest the real axis on the right has
$$\frac{t_c^2}{T^2}=\ln\frac{\Omega_0}{\Delta}+\frac{i\pi}{2}.$$
Writing $t_c/T=x+iy$ gives $x^2-y^2=\ln(\Omega_0/\Delta)$ and $2xy=\pi/2$. If $\Omega_0$ rises, $x$ grows and $y=\pi/(4x)$ shrinks. Here power does move the zeros towards the real axis.

**A:** And the damping exponent falls with them. At $\Delta T=1.5$, raising the area from $5\pi$ to $21\pi$ lowers $\mathrm{Im}\,D$ from 0.774 to 0.616 for the Gaussian. For the sech it stays at 2.356. Compare the change with power and not the two pulses with each other, because $T$ means something different in each shape.

**Q:** Then the Gaussian line does broaden?

**A:** If we compare areas that are odd multiples of $\pi$, yes, but slowly. At other areas the width can lie well above or below this trend. To compare the Gaussian with the rectangle, whose profile has side lobes, let the full width be twice the largest detuning at which $P$ equals half its resonance value. The propagated widths are:

| Area | sech, final ($1/T$) | Gaussian, final ($1/T$) | Rectangle ($1/\tau$) |
|---|---|---|---|
| $\pi$ | 1.122 | 2.23 | 5.02 |
| $5\pi$ | 1.122 | 3.20 | 31.2 |
| $21\pi$ | 1.122 | 4.03 | 126.8 |

From the first row to the last the field amplitude grows 21-fold. The rectangle's width grows by a factor of 25, the Gaussian's by 1.8, and that of the sech pulse not at all.

**Q:** For the rectangle at $21\pi$ I expected $2\Omega_0\tau=42\pi=131.9$, not 126.8.

**A:** That is the width of the envelope. At $\Delta=\Omega_0$ the other factor is $\sin^2(21\pi/\sqrt2)\approx0.21$, so $P$ is already well below one half there. The last half-value crossing lies slightly further in.

**Q:** May I use $\sin^2(\mathrm{Re}\,D)\,\mathrm{sech}^2(\mathrm{Im}\,D)$ for the Gaussian as well?

**A:** As an estimate. We read that expression off the exact sech result, and carrying it over to another shape is an extrapolation that uses the nearest pair of zeros alone. For area $21\pi$ at $\Delta T=4$ it gives 0.058, while propagation gives 0.067, so it is about 13.5% low relative to the propagated value. It explains the direction of the effect and its rough size.

**Q:** Then smoothness alone does not remove power broadening, and a strong field alone does not produce it. If I use a sech pulse and read out afterwards, what could still widen my line when I turn up the power?

**A:** Look first at the assumptions of the derivation: the sech shape, a constant detuning, no decay while the field is on, and the rotating-wave approximation. If one of them fails, the formula no longer fixes the width, which may then change with power. The change need not be a broadening. For a Lorentzian pulse, $\Omega=\Omega_0/(1+t^2/T^2)$, the zeros lie at $t_c^2/T^2=-1\pm i\Omega_0/\Delta$. More power moves them away from the real axis, and among areas $\pi,3\pi,5\pi,\dots$ the line narrows as the power rises. There is also a practical trap. If the intensity varies across your sample, you average over areas. Within this model the average replaces $\sin^2(A/2)$ by its mean and leaves the factor $\mathrm{sech}^2(\pi\Delta T/2)$ untouched, provided that $T$ and $\Delta$ are the same everywhere. The oscillation of the height with power is then damped, strongly so if the areas spread over several multiples of $2\pi$, but the width remains $1.122/T$.

## Computed results

```
pulse time T = 40000 a.u. = 0.9676 ps
area 1 pi: peak Rabi frequency = 2.500e-05 hartree
area 5 pi: peak Rabi frequency = 1.250e-04 hartree
area 21 pi: peak Rabi frequency = 5.250e-04 hartree
sech FWHM, formula = 1.1222 /T
sech FWHM, formula = 2.8055e-05 hartree
sech FWHM, formula = 0.7634 meV
sech, area 1 pi: propagated FWHM = 1.1222 /T
sech, area 5 pi: propagated FWHM = 1.1222 /T
sech, area 21 pi: propagated FWHM = 1.1222 /T
sech, area 0.5 pi: propagated FWHM = 1.1222 /T
largest |propagated P - formula P| = 7.7e-08
sech, area 2 pi: largest P over detunings = 6.3e-15
sech, area 1 pi, Delta T = 1: P = 0.15883, formula 0.15883
sech, area 5 pi, Delta T = 1: P = 0.15883, formula 0.15883
sech, area 21 pi, Delta T = 1: P = 0.15883, formula 0.15883
sech, area 0.5 pi, Delta T = 1: P = 0.07942, formula 0.07942
area 1 pi: Gaussian full width = 2.227 /T
area 1 pi: rectangle full width = 5.018 /tau
area 1 pi: sech mid-pulse width = 1.858 /T
area 5 pi: Gaussian full width = 3.196 /T
area 5 pi: rectangle full width = 31.225 /tau
area 5 pi: sech mid-pulse width = 5.937 /T
area 21 pi: Gaussian full width = 4.034 /T
area 21 pi: rectangle full width = 126.802 /tau
area 21 pi: sech mid-pulse width = 24.290 /T
area 21 pi: adiabatic mid-pulse width = 24.249 /T
area 21 pi, Delta T = 3: mid-pulse population = 0.4295, adiabatic 0.4293
area 21 pi, Delta T = 3: final population = 3.23e-04, formula 3.23e-04
area 5 pi, Delta T = 1.5: sech Re D = 7.8540, Im D = 2.3562
area 5 pi, Delta T = 1.5: Gaussian Re D = 8.1292, Im D = 0.7745
area 21 pi, Delta T = 1.5: sech Re D = 32.9867, Im D = 2.3562
area 21 pi, Delta T = 1.5: Gaussian Re D = 33.1385, Im D = 0.6158
Gaussian, area 21 pi, Delta T = 4: P = 0.0669, semiclassical 0.0579
```
